# Why polar nitride wells emit slowly and shift blue with current

**Question.** A quantum well of a polar wurtzite semiconductor grown along the c axis emits light slowly, more so the wider it is, and its light moves to the blue as the current rises. The same well on a nonpolar plane lacks the built-in field across its layers. How does that field slow the emission, is the loss really exponential in the width, and what do the injected carriers change?

**Answer.**

## Where the field comes from

The wurtzite crystal has a polar c axis, so its layers carry an electric polarisation along that axis, partly spontaneous and partly caused by strain. Well and barrier have different polarisations. Where the normal component of the polarisation jumps, a bound sheet charge remains. A c-plane well therefore has a charge $+\sigma$ on one face and $-\sigma$ on the other. On a nonpolar plane the polarisation lies in the interface, its normal component does not jump, and $\sigma=0$.

Put $+\sigma$ at $z=0$ and $-\sigma$ at $z=L$. The algebra uses atomic units, in which $\hbar$, the electron mass and the elementary charge equal one. By Gauss's law each sheet produces a field $2\pi\sigma/\epsilon$ on either side, where $\epsilon$ is the relative permittivity, taken equal in well and barrier. The two fields cancel outside and add inside. The inner electric field points towards $+z$, so the negative electron has the potential energy

$$U(z)=Fz,\qquad F=\frac{4\pi\sigma}{\epsilon},$$

and the hole has $-Fz$. This assumes thick barriers that are themselves free of field. A junction bias, or thin barriers in a periodic stack, would change $F$.

The electron is pulled to $z=0$ and the hole to $z=L$. With the round model values $\sigma=0.0011\ e/\text{Å}^2$ and $\epsilon=10$, the field is $F=0.0199$ eV/Å, or 2.0 MV/cm. Across 40 Å the potential energy changes by 0.80 eV.

## Why separation slows the emission

Take one parabolic band for each carrier, with masses $m_e$ and $m_h$, and real normalised envelopes $\psi_e(z)$ and $\psi_h(z)$. Each full wave function is an envelope times a function with the period of the crystal. For light polarised in the plane, the momentum operator acts on the periodic part of the conduction state. Its action on the in-plane plane wave gives the overlap of two orthogonal periodic functions, which averages to zero. If $\psi_e\psi_h$ changes little across one crystal cell, the remaining periodic factor can be replaced by its cell average $p_{cv}$:

$$p=p_{cv}M,\qquad M=\int_0^L\psi_e\psi_h\,dz .$$

Fermi's golden rule contains $|p|^2$, the squared vector potential of one photon, proportional to $1/\omega$, and the number of photon modes per unit energy, proportional to $\omega^2$. For a constant refractive index the emission rate of a pair is then

$$\frac1\tau=\frac1{\tau_0}\,\frac{\omega}{\omega_0}\,|M|^2 ,$$

where $\tau_0$ and $\omega_0$ belong to the same well without field. Between hard walls both field-free envelopes are $\sqrt{2/L}\,\sin(\pi z/L)$, whatever the masses, so there $M=1$.

## Narrow wells: a power law

Let $\phi_j=\sqrt{2/L}\,\sin(j\pi z/L)$ be the field-free states. A weak field mixes mainly $\phi_2$ into $\phi_1$. Writing the product of sines as a difference of cosines gives

$$\langle\phi_2|z|\phi_1\rangle=\frac1L\int_0^L z\left[\cos\frac{\pi z}{L}-\cos\frac{3\pi z}{L}\right]dz .$$

For odd $q$, integration by parts gives $\int_0^L z\cos(q\pi z/L)\,dz=-2L^2/(q^2\pi^2)$. Hence

$$\langle\phi_2|z|\phi_1\rangle=-\frac{2L}{\pi^2}\left(1-\frac19\right)=-\frac{16L}{9\pi^2}.$$

The level spacing is $3\pi^2/(2mL^2)$. First-order perturbation theory divides the matrix element of $Fz$ by minus this spacing, so the electron acquires the amplitude

$$c_e=\frac{16FL}{9\pi^2}\,\frac{2m_eL^2}{3\pi^2}=\frac{32\,m_eFL^3}{27\pi^4}$$

of $\phi_2$. The hole feels the opposite force and acquires $-c_h$, with $m_h$ in place of $m_e$. Normalisation lowers each $\phi_1$ amplitude to $1-c_i^2/2$. To second order,

$$M=1-\tfrac12(c_e^2+c_h^2)-c_ec_h=1-\tfrac12(c_e+c_h)^2,$$

$$1-|M|^2\simeq(c_e+c_h)^2=\left[\frac{32(m_e+m_h)FL^3}{27\pi^4}\right]^2 .$$

States with odd $j$ do not mix in at first order, by parity; $\phi_3$ enters at second order, but being orthogonal to $\phi_1$ it changes $M$ only at fourth order. The state $\phi_4$ has a matrix element 0.08 times as large and a spacing five times as large, so its squared amplitude is smaller by a factor of about $3\times10^{-4}$.

The first loss thus grows as $L^6$ and depends on the total mass: the heavier a carrier, the more easily the field displaces it. There is no exponential yet. The formula requires $c_e+c_h\ll1$.

## Wide wells: two triangular wells

In a wide well each carrier sits against one wall and hardly notices the other. The electron obeys

$$-\frac{1}{2m_e}\psi_e''+Fz\,\psi_e=E_e\psi_e .$$

Define $\kappa_e=(2m_eF)^{1/3}$ and the turning distance $z_e=E_e/F$, where the kinetic energy reaches zero. Then $\psi_e''=\kappa_e^3(z-z_e)\psi_e$. In the variable $x=\kappa_e(z-z_e)$ this is Airy's equation, $\psi''=x\psi$, whose decaying solution is $\mathrm{Ai}(x)$. The wall demands $\mathrm{Ai}(-\kappa_ez_e)=0$. With $-a_1$ the first zero of Ai, $a_1=2.338$,

$$z_e=\frac{a_1}{\kappa_e},\qquad E_e=Fz_e .$$

For the norm, Airy's equation gives $\frac{d}{dx}(x\mathrm{Ai}^2-\mathrm{Ai}'^2)=\mathrm{Ai}^2$, so $\int_{-a_1}^{\infty}\mathrm{Ai}^2dx=\mathrm{Ai}'(-a_1)^2$. The hole follows by reflection, with $\kappa_h=(2m_hF)^{1/3}$ and $z_h=a_1/\kappa_h$ measured from the wall at $L$:

$$\psi_e=\frac{\sqrt{\kappa_e}\,\mathrm{Ai}[\kappa_e(z-z_e)]}{\mathrm{Ai}'(-a_1)},\qquad
\psi_h=\frac{\sqrt{\kappa_h}\,\mathrm{Ai}[\kappa_h(L-z-z_h)]}{\mathrm{Ai}'(-a_1)} .$$

The classically allowed regions separate when $L$ exceeds

$$L_c=z_e+z_h=a_1\left(\frac1{\kappa_e}+\frac1{\kappa_h}\right).$$

Beyond this crossover width a forbidden gap $d=L-L_c$ lies between them. The hole's energy, counted from the potential $-FL$ at its wall, is $Fz_h$. With the band gap $E_g$, the lowest photon energy, called the edge below, is

$$\omega=E_g+Fz_e+Fz_h-FL=E_g-Fd .$$

A wide well therefore emits below its own band gap, and the deficit is the potential change across the forbidden gap.

## The overlap across the forbidden gap

With $t=z-z_e$ the overlap contains

$$I=\int\mathrm{Ai}(\kappa_et)\,\mathrm{Ai}[\kappa_h(d-t)]\,dt .$$

Extend the integral to the whole line. This is an approximation, since the true envelopes end at the walls; the combined error of this step and of ignoring the far wall in each envelope is given below. The integral is now a convolution, and Fourier transforms turn it into a product. From $\mathrm{Ai}(x)=\frac1{2\pi}\int e^{i(p^3/3+px)}dp$, the substitution $q=\kappa p$ gives

$$\mathrm{Ai}(\kappa t)=\frac1{2\pi}\int\frac1\kappa\,e^{iq^3/(3\kappa^3)}\,e^{iqt}\,dq .$$

The transform of $\mathrm{Ai}(\kappa t)$ is therefore $e^{iq^3/(3\kappa^3)}/\kappa$. In the product of two such transforms the inverse cubes add:

$$\frac1{\kappa_e^3}+\frac1{\kappa_h^3}=\frac1{2F}\left(\frac1{m_e}+\frac1{m_h}\right)=\frac1{2\mu F}\equiv\frac1{\kappa_\mu^3},$$

where $\mu=m_em_h/(m_e+m_h)$ is the reduced mass. Transforming back gives $I=\kappa_\mu\mathrm{Ai}(\kappa_\mu d)/(\kappa_e\kappa_h)$. With the two normalisation factors,

$$M\simeq\frac{\kappa_\mu}{\sqrt{\kappa_e\kappa_h}}\,\frac{\mathrm{Ai}(\kappa_\mu d)}{\mathrm{Ai}'(-a_1)^2}.$$

To read off the decay, write $\mathrm{Ai}=e^S$, so that $S''+S'^2=x$. For large $x$ this is solved by $S'=-\sqrt x-1/(4x)$ up to smaller terms, hence $\mathrm{Ai}\propto x^{-1/4}e^{-2x^{3/2}/3}$. Since $\kappa_\mu^{3/2}=\sqrt{2\mu F}$,

$$|M|^2\propto d^{-1/2}\exp\left[-\tfrac43\sqrt{2\mu F}\,d^{3/2}\right],$$

$$-\frac{d\ln|M|^2}{dL}\simeq2\sqrt{2\mu F d}+\frac1{2d}.$$

A simple exponential would have a constant logarithmic slope. Here the slope grows as $\sqrt d$ at large $d$, so the loss is faster than exponential in the width. Over a few angstrom it still looks exponential.

The exponent has a direct meaning. A particle of mass $\mu$ tunnelling through a triangular barrier of length $d$ and height $Fd$ has the amplitude exponent $\int_0^d\sqrt{2\mu Ft}\,dt=\frac23\sqrt{2\mu F}\,d^{3/2}$, which is the exponent of $M$. The light carrier dominates $\mu$, so it does most of the tunnelling.

## Numbers for the empty well

Take $m_e=0.2$, $m_h=1.8$ and $E_g=2.9$ eV, again round model values and not data for a particular alloy. Then $\mu=0.18$. The turning distances are 23.0 Å for the electron and 11.1 Å for the hole, so $L_c=34.1$ Å. Numerical solution of the hard-wall well gives:

| $L$ (Å) | edge (eV) | $\lvert M\rvert^2$ | Airy law |
|---|---|---|---|
| 20 | 3.39 | 0.81 | – |
| 30 | 3.01 | 0.34 | – |
| 40 | 2.79 | 0.072 | 0.086 |
| 60 | 2.38 | $3.9\times10^{-4}$ | $4.1\times10^{-4}$ |
| 80 | 1.99 | $2.0\times10^{-7}$ | $2.1\times10^{-7}$ |

At 60 Å the forbidden gap is $60-34.1=25.9$ Å, and the edge is $2.9-0.0199\times25.9=2.38$ eV, in agreement with the table. The Airy law exceeds the numerical $|M|^2$ by 18% at 40 Å, just past the crossover, and by 4% at 60 Å.

From 20 to 40 Å the squared overlap falls by a factor of 11, from 40 to 60 Å by about 190, and from 60 to 80 Å by about 1900. This is the growing slope. At 60 Å the local decay rate is 0.33 per Å, so 3 Å more width costs a factor of $e$.

Hard walls are not essential to the form of the decay. In a well with finite, field-free barriers of 0.6 eV for the electron and 0.3 eV for the hole, the computed $\ln(M_{80}/M_{60})$ is $-4.22$, and the Airy law gives $-4.21$ when $d$ is taken from the actual energies, $d=L-(E_e+E_h)/F$, each energy counted from the bottom of its own triangle. Penetration into the barriers shifts the turning points but keeps the decay law. It does change the size of the overlap: the lower energies widen the forbidden gap, and at 60 Å these barriers give $|M|^2=1.5\times10^{-5}$, about 27 times smaller than with hard walls.

## What injected carriers do to the field

Let the well hold $n$ electrons and $n$ holes per unit area, all in their lowest subbands, as at low temperature. Treat their repulsion and attraction in the mean-field (Hartree) approximation. Poisson's equation for the electron potential energy $u$ due to these carriers is

$$u''=-\frac{4\pi n}{\epsilon}\left(\psi_e^2-\psi_h^2\right).$$

The sign says that electrons raise the energy of another electron. Define the enclosed difference

$$G(z)=\int_0^z(\psi_e^2-\psi_h^2)\,dz' .$$

The carriers are neutral as a whole, so their field vanishes outside and $u'(0)=0$. Integrating once and adding the slope $F$ gives

$$U'(z)=F-\frac{4\pi n}{\epsilon}G(z)=\frac{4\pi}{\epsilon}\,[\sigma-nG(z)] .$$

Both envelopes are normalised, so $G(0)=G(L)=0$. At the two walls the field keeps its full value at any density. Screening acts in the interior, between the electron and hole clouds.

For the total potential change, integrate by parts. The boundary term $zG$ vanishes and

$$\int_0^LG\,dz=-\int_0^Lz(\psi_e^2-\psi_h^2)\,dz=\langle z\rangle_h-\langle z\rangle_e\equiv s,$$

$$U(L)-U(0)=\frac{4\pi}{\epsilon}(\sigma L-ns).$$

The carriers form a dipole layer of moment $ns$, opposed to the polarisation moment $\sigma L$. Since $s<L$, a density $n=\sigma$ cannot cancel the potential change. Screening also limits itself: as the field weakens, the clouds approach each other and $s$ shrinks.

## Why the light shifts to the blue

Let $\mathcal E(n)=E_e+E_h$ be the sum of the lowest electron and hole energies. Here $E_h$ is the hole's energy in the potential $-U$, so the edge is $E_g+\mathcal E$. Insert the envelopes of the filled well as trial functions into the empty-well problem. The variational principle says that their energy there is not below $\mathcal E(0)$. That energy is $\mathcal E(n)$ minus the part due to $u$, which is $+u$ for the electron and $-u$ for the hole:

$$\mathcal E(0)\le\mathcal E(n)-\int_0^L(\psi_e^2-\psi_h^2)\,u\,dz .$$

Since $\psi_e^2-\psi_h^2=G'$ and $G$ vanishes at both walls,

$$\int_0^LG'u\,dz=-\int_0^LGu'\,dz=\frac{4\pi n}{\epsilon}\int_0^LG^2dz .$$

Therefore

$$\mathcal E(n)-\mathcal E(0)\ \ge\ \frac{4\pi n}{\epsilon}\int_0^LG^2\,dz\ \ge\ 0 .$$

In this mean-field model, screening raises the edge whenever the profiles $\psi_e^2$ and $\psi_h^2$ differ, whichever way the polarisation points. At low density first-order perturbation theory gives the same expression as an equality, with $G$ taken from the empty well. Without polarisation the two hard-wall envelopes coincide, $G=0$, and this blueshift is absent.

A second blueshift needs no polarisation. With two spin states, $n=2\pi k_F^2/(2\pi)^2=k_F^2/(2\pi)$ in-plane states are filled up to the wave number $k_F$. Electrons and holes have equal densities, so they fill the same disc, and each electron finds a hole at its own $k$. This requires $k_BT$ to be small against the hole Fermi energy $\pi n/m_h$, which is only 0.13 meV, or about 1.5 K, at $n=10^{-5}$ Å$^{-2}$. In a warmer, dilute gas the hole state at an electron's $k$ is often unoccupied, and the lifetime is longer than the $\tau$ used below. The mean of $k^2$ over a disc is $k_F^2/2=\pi n$. A pair has the in-plane energy $k^2/(2\mu)$, so the mean pair energy lies

$$\Delta_{\rm fill}=\frac{\pi n}{2\mu}$$

above the edge. The small change of the emission rate with $\omega$ across the disc is neglected here.

## The 40 Å well under current

If every injected pair ends by emitting a photon, the steady current density is $J=en/\tau(n)$. Slow emission therefore means that a given current maintains a large carrier density. Choose $\tau_0=1$ ns; the field-free edge of this well is 3.03 eV. When empty, it has

$$\tau=1\ \text{ns}\times\frac{3.031}{2.786\times0.0724}=15\ \text{ns}.$$

The values of $\tau$ and $J$ below are for zero temperature, where every electron finds a hole at its own $k$. With thermal occupation of the same subbands at 300 K the lifetime is longer, and $J$ smaller, by a factor of about 200 at $10^{-5}$ Å$^{-2}$ and about 3 at $10^{-3}$ Å$^{-2}$. The self-consistent solution of the Schrödinger and Poisson equations gives:

| $n$ (Å$^{-2}$) | edge (eV) | $\lvert M\rvert^2$ | $\tau$ (ns) | $J$ (A/cm²) |
|---|---|---|---|---|
| $10^{-5}$ | 2.788 | 0.074 | 14.8 | 1.1 |
| $10^{-4}$ | 2.808 | 0.084 | 12.8 | 12 |
| $3\times10^{-4}$ | 2.847 | 0.113 | 9.5 | 51 |
| $10^{-3}$ | 2.947 | 0.277 | 3.7 | 430 |

The last density, $10^{13}$ cm$^{-2}$, is 0.91 of the polarisation charge. Yet the centroids are still $s=13.8$ Å apart, compared with 17.7 Å in the empty well. The remaining potential change is

$$0.796\ \text{eV}\times\left(1-0.909\times\frac{13.77}{40}\right)=0.547\ \text{eV}.$$

A carrier charge of 91% of $\sigma$ has removed 31% of the potential change. Even this partial screening shortens the lifetime by a factor of 4.0 from its empty-well value, mainly through a 3.8-fold rise of $|M|^2$. The smaller potential change alone does not account for this: a uniform field with the same remaining change would raise $|M|^2$ only 2.2-fold. The rest comes from where the screening acts, leaving the field full at the walls and weakening it between the two clouds.

The edge has moved up by 0.161 eV. Filling adds 0.066 eV, for a total of 0.23 eV, so at zero temperature about 30% of the blueshift in this example is not due to screening. At 300 K the mean energy of the emitting pairs already lies about $k_BT$ above the edge in the dilute well; filling then adds only about 0.044 eV, and the share falls to about 20%. The first-order formula, 222 eV Å$^2$ times $n$, predicts an edge shift of 0.022 eV at $10^{-4}$ Å$^{-2}$, where the full solution also gives 0.022 eV. At $10^{-3}$ Å$^{-2}$ it predicts 0.222 eV and overshoots the 0.161 eV found, since it keeps the envelopes of the empty well while the real clouds move together.

## Where this picture needs more

The Hartree model leaves out exchange and correlation, which shrink the gap with density and so oppose the blueshift. It also leaves out the binding of electron and hole into excitons, and the localisation of carriers by alloy disorder. A bias-dependent junction field adds its own shift, of either sign according to its direction relative to the polarisation field. Non-radiative loss lowers the density that a given current maintains, and with it the screening. At higher temperature or density, further subbands fill and the single overlap $M$ no longer describes the emission.

Within these limits, the numerical check tests the overlap laws, the leading blueshift and the case without polarisation against direct solutions.

## Computed results

```
electron mass, hole mass (free-electron masses): 0.2, 1.8
reduced mass (free-electron masses): 0.180
relative permittivity: 10
polarisation sheet charge (e/A^2): 0.0011
gap (eV): 2.9
polarisation field (eV/A): 0.01990
the same field (MV/cm): 1.99
first Airy zero a1 (no unit): 2.3381
electron turning distance (A): 23.04
hole turning distance (A): 11.08
crossover width (A): 34.12
decay rate of |M|^2 at 60 A, Airy law (1/A): 0.3291
decay rate of |M|^2 at 60 A, numerical (1/A): 0.3261
finite barriers, ln(M80/M60), numerical: -4.218
finite barriers, ln(M80/M60), Airy law: -4.214
EMPTY WELL: width (A) | edge (eV) | |M|^2 | Airy-law |M|^2
20 | 3.389 | 8.112e-01 | not applicable
30 | 3.013 | 3.359e-01 | not applicable
40 | 2.786 | 7.240e-02 | 8.560e-02
50 | 2.584 | 7.500e-03 | 8.190e-03
60 | 2.385 | 3.896e-04 | 4.068e-04
80 | 1.987 | 2.039e-07 | 2.065e-07
100 | 1.589 | 1.825e-11 | 1.833e-11
screened well width (A): 40
edge of the same well without field (eV): 3.031
chosen lifetime without field (ns): 1.0
SCREENING, part 1: n (1/A^2) | edge (eV) | filling shift (eV) | |M|^2
0e+00 | 2.7859 | 0.0000 | 0.0724
1e-05 | 2.7881 | 0.0007 | 0.0735
1e-04 | 2.8075 | 0.0066 | 0.0841
3e-04 | 2.8473 | 0.0199 | 0.1126
1e-03 | 2.9468 | 0.0665 | 0.2768
SCREENING, part 2: n (1/A^2) | separation (A) | drop (eV) | lifetime (ns) | current (A/cm^2)
0e+00 | 17.68 | 0.7962 | 15.03 | 0
1e-05 | 17.64 | 0.7930 | 14.79 | 1.08
1e-04 | 17.34 | 0.7648 | 12.84 | 12.5
3e-04 | 16.61 | 0.7060 | 9.45 | 50.8
1e-03 | 13.77 | 0.5471 | 3.72 | 431
edge blueshift, empty to densest (eV): 0.1610
blueshift with filling (eV): 0.2275
lifetime ratio, empty to densest: 4.04
first-order blueshift per density (eV A^2): 222.0
densest n over polarisation charge: 0.909
```
